# Separating fitting error from finite-size rounding in a monolayer alloy's ordering temperature: verification in Python

```python
"""
Result under test: for a monolayer alloy on a triangular lattice, the error of a
simulated order-disorder temperature splits into
  fitting error  T*_L(J_fit) - T*_L(J_true)  ~ g . (J_fit - J_true)  (survives L -> inf)
  size rounding  T*_L(J_true) - T_c(J_true)  ~ a L**(-6/5)           (survives more data)
Symbols: spin +1 = Mo, -1 = W; energy E = sum_a J_a Phi_a with the couplings
  J = [point (minus the field), pair 1, pair 2, nearest triangle, pair 3] in meV;
  q = |psi|^2 of the sqrt3 x sqrt3 order; T*_L solves <q^2>/<q>^2 = R_STAR;
  g_a = dT*/dJ_a. Training energies are synthetic, so J_true is known.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, fsolve
from scipy.sparse.linalg import LinearOperator, eigs

KB = const.k / const.e * 1e3            # meV/K
R_STAR = 1.3
INV_NU = 6 / 5                          # three-state Potts class
FIELD, NOISE = 6.0, 0.08                # meV, meV per cation
J_TRUE = np.array([-FIELD, 2.0, -0.20, 0.25, 0.03])
NAMES = ["point", "pair1", "pair2", "triangle", "pair3"]
rng = np.random.default_rng(2024)

# ---------------------------------------------------------------- cluster sums
def pairs(vectors):
    return [((0, 0), v) for v in vectors]

ORBITS = [
    [()],
    [((0, 0),)],
    pairs([(1, 0), (0, 1), (1, -1)]),
    pairs([(1, 1), (2, -1), (1, -2)]),
    [((0, 0), (1, 0), (0, 1)), ((1, 0), (0, 1), (1, 1))],
    pairs([(2, 0), (0, 2), (2, -2)]),
    pairs([(2, 1), (1, 2), (3, -1), (3, -2), (1, -3), (2, -3)]),
    [((0, 0), (1, 1), (-1, 2)), ((0, 0), (-1, -1), (1, -2))],
    pairs([(3, 0), (0, 3), (3, -3)]),
    [((0, 0), (1, 0), (0, 1), (1, 1)), ((0, 0), (0, 1), (-1, 1), (-1, 2)),
     ((0, 0), (-1, 1), (-1, 0), (-2, 1))],
]

def cluster_row(spins):
    """Cluster sums per site of a periodic 2D spin array, one entry per orbit."""
    row = []
    for orbit in ORBITS:
        total = 0.0
        for cluster in orbit:
            product = np.ones(spins.shape)
            for dx, dy in cluster:
                product = product * np.roll(spins, (-dx, -dy), (0, 1))
            total += product.mean()
        row.append(total)
    return np.array(row)

def random_structures(count):
    cells = [(3, 3), (4, 3), (3, 4), (4, 2), (2, 5), (6, 2)]
    rows = []
    for n in range(count):
        shape = cells[n % len(cells)]
        size = shape[0] * shape[1]
        spins = np.ones(size)
        spins[rng.permutation(size)[:rng.integers(1, size)]] = -1
        rows.append(cluster_row(spins.reshape(shape)))
    return np.array(rows)

# formation energies: both pure layers are at zero
true_coef = np.zeros(len(ORBITS))
true_coef[2:6] = J_TRUE[1:]
true_coef[1] = -2 * J_TRUE[3]
true_coef[0] = -3 * (J_TRUE[1] + J_TRUE[2] + J_TRUE[4])
ix, iy = np.indices((3, 3))
order33 = np.where((ix - iy) % 3 == 0, -1.0, 1.0)
special = np.array([cluster_row(s) for s in
                    (np.ones((3, 3)), -np.ones((3, 3)), order33, -order33)])
X_all = np.vstack([special, random_structures(56)])
clean = X_all @ true_coef
energies = clean + NOISE * rng.standard_normal(len(clean))
n_data = len(clean)

# ------------------------------------------------------------ cross-validation
def loo_residuals(X, y):
    hat = X @ np.linalg.pinv(X)
    return (y - hat @ y) / (1 - np.diag(hat))

sizes = list(range(2, len(ORBITS) + 1))
squares = [loo_residuals(X_all[:, :k], energies) ** 2 for k in sizes]
cv = np.array([np.sqrt(s.mean()) for s in squares])
best = int(np.argmin(cv))
limit = squares[best].mean() + squares[best].std(ddof=1) / np.sqrt(n_data)
K = next(k for k, s in zip(sizes, squares) if s.mean() <= limit)
X = X_all[:, :K]
explicit = []
for i in range(n_data):
    keep = np.arange(n_data) != i
    c_i = np.linalg.lstsq(X[keep], energies[keep], rcond=None)[0]
    explicit.append(energies[i] - X[i] @ c_i)
assert np.allclose(explicit, loo_residuals(X, energies), atol=1e-9)
assert 3 <= K <= 6                      # the sampler holds these clusters

def fit(y):
    """Least-squares couplings in the sampler's order, at the common field."""
    coef = np.linalg.lstsq(X, y, rcond=None)[0]
    J = np.zeros(5)
    J[0] = -FIELD
    J[1:K - 1] = coef[2:K]
    return J, coef

J_FIT, coef_fit = fit(energies)
J_PROJ, _ = fit(clean)
residual = energies - X @ coef_fit
noise_est = np.sqrt(residual @ residual / (n_data - K))
unit_cov = np.linalg.inv(X.T @ X)[2:K, 2:K]
fresh = random_structures(400)
fresh_err = fresh @ true_coef + NOISE * rng.standard_normal(400) - fresh[:, :K] @ coef_fit
fresh_rms = np.sqrt(np.mean(fresh_err ** 2))
cv_K = cv[sizes.index(K)]
assert abs(fresh_rms / cv_K - 1) < 0.35  # sampling error of 60 squared residuals

# ----------------------------------------------------------------- Monte Carlo
def geometry(Lx, Ly):
    i, j = np.divmod(np.arange(Lx * Ly), Ly)
    ring = [(1, 0), (0, 1), (-1, 1), (-1, 0), (0, -1), (1, -1)]
    second = [(1, 1), (-1, 2), (-2, 1), (-1, -1), (1, -2), (2, -1)]
    third = [(2 * a, 2 * b) for a, b in ring]
    nbr = np.array([((i + a) % Lx) * Ly + (j + b) % Ly
                    for a, b in ring + ring[:1] + second + third])
    blocks = []
    for a in range(3):
        for b in range(3):
            sites = np.flatnonzero((i % 3 == a) & (j % 3 == b))
            blocks.append((sites, np.ascontiguousarray(nbr[:, sites])))
    return nbr, blocks, (i - j) % 3

def measure(geo, s):
    """Cluster sums (columns, 5) and q (columns) for spins s (sites, columns)."""
    nbr, _, colour = geo
    m = [s[colour == c].sum(0, dtype=np.int32).astype(float) for c in range(3)]
    n0, n1, n2 = s[nbr[0]], s[nbr[1]], s[nbr[2]]
    terms = [s * (n0 + n1 + n2),
             s * (s[nbr[7]] + s[nbr[8]] + s[nbr[9]]),
             s * n1 * (n0 + n2),
             s * (s[nbr[13]] + s[nbr[14]] + s[nbr[15]])]
    phi = [m[0] + m[1] + m[2]] + [t.sum(0, dtype=np.int32) for t in terms]
    q = (m[0]**2 + m[1]**2 + m[2]**2 - m[0]*m[1] - m[1]*m[2] - m[2]*m[0]) / len(s)**2
    return np.array(phi, dtype=float).T, q

def run(geo, s, J, T, sweeps, every=0):
    """Heat-bath sweeps of all columns in place; T is one value per column."""
    c = (2 * J[:, None] / (KB * T)).astype(np.float32)
    phis, qs = [], []
    for sweep in range(1, sweeps + 1):
        for sites, nb in geo[1]:
            g = s.take(nb, axis=0)
            x = g[:6].sum(0, dtype=np.int8) * c[1]
            x += g[7:13].sum(0, dtype=np.int8) * c[2]
            x += (g[:6] * g[1:7]).sum(0, dtype=np.int8) * c[3]
            if J[4] != 0:
                x += g[13:19].sum(0, dtype=np.int8) * c[4]
            x += c[0]
            np.exp(x, out=x)
            x += np.float32(1)
            x *= rng.random(x.shape, dtype=np.float32)
            s[sites] = 2 * (x < 1).view(np.int8) - 1
        if every and sweep % every == 0:
            p, q = measure(geo, s)
            phis.append(p)
            qs.append(q)
    return (np.array(phis), np.array(qs)) if every else None

def ordered(geo, columns):
    start = np.where(geo[2] == 0, -1, 1).astype(np.int8)
    return np.repeat(start[:, None], columns, axis=1)

def weights(phi, J, T, J_sim, T_sim):
    a = -(phi @ (J / T - J_sim / T_sim)) / KB
    w = np.exp(a - a.max())
    return w / w.sum()

def ratio(q, w):
    return (w @ q**2) / (w @ q)**2

def crossing(phi, q, J_sim, T_sim, J, centre, span):
    f = lambda T: ratio(q, weights(phi, J, T, J_sim, T_sim)) - R_STAR
    low, high = centre * (1 - span), centre * (1 + span)
    if f(low) > 0:
        return low
    if f(high) < 0:
        return high
    return brentq(f, low, high, xtol=1e-5)

def sensitivity(phi, q, w, J, T):
    """dT*/dJ at fixed field and at fixed composition, from covariances."""
    d = phi - w @ phi
    c = (w * (q**2 / (w @ q**2) - 2 * q / (w @ q))) @ d
    m = (w * d[:, 0]) @ d
    cx = c - c[0] / m[0] * m
    return T * c / (c @ J), T * cx / (cx @ J)

# index tables against the direct cluster sums
geo6 = geometry(6, 6)
trial = rng.choice([-1, 1], size=(6, 6)).astype(np.int8)
assert np.allclose(measure(geo6, trial.reshape(36, 1))[0][0],
                   36 * cluster_row(trial.astype(float))[1:6])

# complete enumeration of an 18-site cell
geo_small = geometry(3, 6)
codes = np.arange(2**18)
every_state = np.array([1 - 2 * ((codes >> b) & 1) for b in range(18)], dtype=np.int8)
phi_x, q_x = measure(geo_small, every_state)
del every_state
zero = np.zeros(5)
T_test = 50.0
exact_w = lambda J, T: weights(phi_x, J, T, zero, 1.0)
w_x = exact_w(J_TRUE, T_test)
s = ordered(geo_small, 512)
run(geo_small, s, J_TRUE, np.full(512, T_test), 100)
phi_m, q_m = run(geo_small, s, J_TRUE, np.full(512, T_test), 300, 3)
for sampled, exact in ((phi_m @ J_TRUE, w_x @ (phi_x @ J_TRUE)), (q_m, w_x @ q_x)):
    col = sampled.mean(0)
    assert abs(col.mean() - exact) < 5 * col.std(ddof=1) / np.sqrt(512)

# both sensitivity formulas against finite differences of exact roots
R_ref, M_ref = ratio(q_x, w_x), w_x @ phi_x[:, 0] / 18
g_h, g_x = sensitivity(phi_x, q_x, w_x, J_TRUE, T_test)
step = 0.02
roots_h, roots_x = [], []
for sign in (1, -1):
    J = J_TRUE.copy()
    J[1] += sign * step
    roots_h.append(brentq(lambda T: ratio(q_x, exact_w(J, T)) - R_ref, 42, 58))
    def both(z):
        Jz = J.copy()
        Jz[0] = z[1]
        w = exact_w(Jz, z[0])
        return [ratio(q_x, w) - R_ref, w @ phi_x[:, 0] / 18 - M_ref]
    roots_x.append(fsolve(both, [T_test, -FIELD])[0])
assert abs((roots_h[0] - roots_h[1]) / (2 * step) / g_h[1] - 1) < 0.01
assert abs((roots_x[0] - roots_x[1]) / (2 * step) / g_x[1] - 1) < 0.01

# ------------------------------------------------------- two-row transfer matrix
def strip_tables(width):
    S = 1.0 - 2 * ((np.arange(2**width)[:, None] >> np.arange(width)) & 1)
    r = lambda d: np.roll(S, -d, axis=1)
    near = np.zeros((5, len(S), len(S)))
    far = np.zeros_like(near)
    near[0] = S.sum(1)
    near[1] = (S * r(1)).sum(1) + S @ (S + r(-1)).T
    near[2] = S @ (r(1) + r(-2)).T
    near[3] = (S * r(1)) @ S.T + r(1) @ (S * r(1)).T
    near[4] = (S * r(2)).sum(1)
    far[2] = S @ r(-1).T
    far[4] = S @ (S + r(-2)).T
    return near, far

TABLES = {w: strip_tables(w) for w in (3, 6, 9)}

def strip_step(width, J, T):
    near, far = TABLES[width]
    k1 = np.exp(-np.tensordot(J, near, 1) / (KB * T))
    k2 = np.exp(-np.tensordot(J, far, 1) / (KB * T))
    n = len(k1)
    return (lambda v: (k1 * (v.reshape(n, n).T @ k2)).ravel()), n * n

def decay(width, J, T):
    """Width times the inverse correlation length (per row) of an endless strip."""
    step_fn, dim = strip_step(width, J, T)
    v0 = 0.5 + np.random.default_rng(1).random(dim)
    ev = eigs(LinearOperator((dim, dim), matvec=step_fn, dtype=float), k=3, which="LM",
              v0=v0, ncv=14, tol=1e-7, return_eigenvectors=False)
    size = np.sort(np.abs(ev))[::-1]
    return width * np.log(size[0] / size[1])

step_fn, dim = strip_step(3, J_TRUE, T_test)
matrix = np.column_stack([step_fn(e) for e in np.eye(dim)])
Z_strip = np.trace(np.linalg.matrix_power(matrix, 6))
Z_sum = np.exp(-(phi_x @ J_TRUE) / (KB * T_test)).sum()
assert abs(Z_strip / Z_sum - 1) < 1e-8

Y_POTTS = 2 * np.pi * (2 / 15) * np.sqrt(3) / 2   # conformal amplitude, Potts class

def strip6_T(J, low=25.0, high=80.0):
    return brentq(lambda T: decay(6, J, T) - Y_POTTS, low, high, xtol=1e-4)

def strip_critical(J):
    """Crossing of widths 6 and 9: critical T, amplitude there, and 1/nu."""
    T6 = strip6_T(J)
    Ts = T6 * np.array([0.985, 1.015])
    l6, l9 = (np.log([decay(w, J, T) for T in Ts]) for w in (6, 9))
    b6, b9 = (l6[1] - l6[0]) / np.ptp(Ts), (l9[1] - l9[0]) / np.ptp(Ts)
    Tc = Ts[0] - (l9[0] - l6[0]) / (b9 - b6)
    return Tc, np.exp(l6[0] + b6 * (Tc - Ts[0])), np.log(b9 / b6) / np.log(1.5), T6

Tc_true, y_true, inv_nu_true, _ = strip_critical(J_TRUE)
Tc_fit, y_fit, inv_nu_fit, T6_fit = strip_critical(J_FIT)
strip_shift = Tc_fit - Tc_true
assert abs(inv_nu_true - INV_NU) < 0.2    # narrow strips; Ising would give 1
assert abs(y_true / Y_POTTS - 1) < 0.15   # slow corrections to scaling

# -------------------------------------------- sampling with the fitted couplings
grid = np.linspace(20, 90, 64)
s = ordered(geo6, 512)
run(geo6, s, J_FIT, np.repeat(grid, 8), 100)
_, q = run(geo6, s, J_FIT, np.repeat(grid, 8), 240, 3)
q = q.reshape(-1, 64, 8)
scan = (q**2).mean((0, 2)) / q.mean((0, 2))**2
guess = grid[np.argmax(scan > R_STAR)]

T_fit, T_tru, err_fit, err_shift = {}, {}, {}, {}
for L, columns, main in ((6, 384, 600), (12, 192, 1200), (24, 128, 1600)):
    geo = geometry(L, L)
    s = ordered(geo, columns)
    span = 1.2 * L**-INV_NU
    if L == 24:
        guess = T_fit[12] + (T_fit[12] - T_fit[6]) * 2**-INV_NU
    for settle, sweeps in ((250, 300), (150, 300), (200, main)):
        T_sim = guess
        temps = np.full(columns, T_sim)
        run(geo, s, J_FIT, temps, settle)
        phi3, q2 = run(geo, s, J_FIT, temps, sweeps, 4)
        phi, q = phi3.reshape(-1, 5), q2.ravel()
        guess = crossing(phi, q, J_FIT, T_sim, J_FIT, T_sim, span)
    assert abs(guess / T_sim - 1) < 0.98 * span
    T_fit[L] = guess
    w = weights(phi, J_FIT, guess, J_FIT, T_sim)
    g, g_comp = sensitivity(phi, q, w, J_FIT, guess)
    centre = guess + g @ (J_TRUE - J_FIT)
    T_tru[L] = crossing(phi, q, J_FIT, T_sim, J_TRUE, centre, span)
    assert abs(T_tru[L] / centre - 1) < 0.98 * span
    parts = []
    for b in np.array_split(np.arange(columns), 8):
        pb, qb = phi3[:, b].reshape(-1, 5), q2[:, b].ravel()
        parts.append((crossing(pb, qb, J_FIT, T_sim, J_FIT, T_sim, span),
                      crossing(pb, qb, J_FIT, T_sim, J_TRUE, centre, span)))
    parts = np.array(parts)
    err_fit[L] = parts[:, 0].std(ddof=1) / np.sqrt(8)
    err_shift[L] = (parts[:, 0] - parts[:, 1]).std(ddof=1) / np.sqrt(8)
x_W = (1 - w @ phi[:, 0] / L**2) / 2

def extrapolate(T):
    slope = (T[12] - T[24]) / (12**-INV_NU - 24**-INV_NU)
    return T[24] - slope * 24**-INV_NU, slope

Tinf_fit, a_fit = extrapolate(T_fit)
Tinf_tru, a_tru = extrapolate(T_tru)
# 2 %: statistics of L = 24 plus corrections to scaling in cells and strips
assert abs(Tinf_fit / Tc_fit - 1) < 0.02
assert abs(Tinf_tru / Tc_true - 1) < 0.02
for L in (12, 24):
    assert abs(T_fit[L] - T_tru[L] - strip_shift) < 0.15 + 0.15 * abs(strip_shift)

# sensitivities against finite differences of the strip temperature
g_strip = np.zeros(5)
for a in range(5):
    d = np.zeros(5)
    d[a] = 0.05
    g_strip[a] = (strip6_T(J_FIT + d, 0.85 * T6_fit, 1.15 * T6_fit)
                  - strip6_T(J_FIT - d, 0.85 * T6_fit, 1.15 * T6_fit)) / 0.1
assert np.max(np.abs(g - g_strip)) < 0.15 * np.max(np.abs(g_strip))
assert abs(g_strip @ J_FIT / T6_fit - 1) < 0.02   # T* scales with all energies

# noise error: covariance formula against repeated noisy fits, each solved anew
g_sel = g[1:K - 1]
unit_T = np.sqrt(g_sel @ unit_cov @ g_sel)
sigma_T = noise_est * unit_T
draws = []
for _ in range(40):
    J_draw, _ = fit(clean + NOISE * rng.standard_normal(n_data))
    draws.append(strip6_T(J_draw, 0.85 * T6_fit, 1.15 * T6_fit))
spread = np.std(draws, ddof=1)
assert abs(spread / (NOISE * unit_T) - 1) < 0.4   # 40 draws: 11 % standard error
trunc_T, noise_T = g @ (J_PROJ - J_TRUE), g @ (J_FIT - J_PROJ)
L_equal = (abs(a_fit) / sigma_T)**(1 / INV_NU)

# ------------------------------------------------ size of what the model leaves out
barrier, attempt, hour = 2.0, 1e13, 3600.0        # eV, 1/s, s: rough values
T_freeze = barrier * 1e3 / (KB * np.log(attempt * hour))
log_wait = barrier * 1e3 / (KB * Tc_fit) / np.log(10) - np.log10(attempt)

def short_range_order(T):
    def w_at(J0):
        J = J_FIT.copy()
        J[0] = J0
        return exact_w(J, T)
    J0 = brentq(lambda z: w_at(z) @ phi_x[:, 0] / 18 - 1 / 3, -80, 20)
    return (w_at(J0) @ phi_x[:, 1] / 54 - 1 / 9) / (1 - 1 / 9)

stiffness, mismatch, a_lat = 130.0, 0.002, 0.318e-9   # N/m, 1, m: rough values
strain = 2 / 9 * stiffness * mismatch**2 * np.sqrt(3) / 2 * a_lat**2 / const.e * 1e3
s_conf = -(np.log(1 / 3) / 3 + 2 * np.log(2 / 3) / 3)
vib = 0.02                                            # k_B per cation, rough

print(f"structures {n_data}, noise put in {NOISE:.3f} meV/cation, field {FIELD:.1f} meV")
print(f"sqrt3 order formation energy {special[2] @ true_coef:.2f} meV/cation")
for k, value in zip(sizes, cv):
    print(f"CV score, {k} terms: {value:.4f} meV/cation")
print(f"terms at lowest CV {sizes[best]}, terms chosen {K}")
print(f"noise estimate {noise_est:.4f}, error on 400 new cells {fresh_rms:.4f} meV/cation")
for a in range(1, 5):
    print(f"{NAMES[a]}: true {J_TRUE[a]:.3f}, noise-free fit {J_PROJ[a]:.4f}, "
          f"fit {J_FIT[a]:.4f} meV")
for a in range(5):
    print(f"dT*/dJ {NAMES[a]}: MC {g[a]:.2f}, strip {g_strip[a]:.2f}, "
          f"fixed comp. {g_comp[a]:.2f} K/meV")
for L in (6, 12, 24):
    print(f"L={L}: T* fit {T_fit[L]:.2f} +- {err_fit[L]:.2f} K, T* true {T_tru[L]:.2f} K")
    print(f"L={L}: fitting part {T_fit[L] - T_tru[L]:.3f} +- {err_shift[L]:.3f} K, "
          f"rounding {T_tru[L] - Tinf_tru:.2f} K")
print(f"T_c from MC, L->inf: fit {Tinf_fit:.2f} K, true {Tinf_tru:.2f} K")
print(f"T_c from strips 6/9: fit {Tc_fit:.2f} K, true {Tc_true:.2f} K")
print(f"fitting shift from strips {strip_shift:.3f} K")
print(f"k_B T_c (strips, fit) {KB * Tc_fit:.3f} meV")
print(f"strip 1/nu {inv_nu_true:.3f} (Potts {INV_NU:.3f})")
print(f"strip amplitude {y_true:.4f} (Potts {Y_POTTS:.4f})")
print(f"linear shift: truncation {trunc_T:.3f} K, noise {noise_T:.3f} K")
print(f"linear shift at fixed composition {g_comp @ (J_FIT - J_TRUE):.3f} K")
print(f"predicted noise error sigma_T {sigma_T:.3f} K")
print(f"40 refits: spread {spread:.3f} K, formula {NOISE * unit_T:.3f} K")
print(f"rounding amplitude a {a_fit:.1f} K, rounding = sigma_T at L = {L_equal:.0f}")
print(f"W fraction at T*, L=24: {x_W:.3f}")
print(f"exchange barrier {barrier:.1f} eV: one hop per hour at {T_freeze:.0f} K")
print(f"log10(wait per hop at T_c in s) {log_wait:.0f}")
print(f"neighbour order parameter at 300 K {short_range_order(300.0):.4f}")
print(f"neighbour order parameter at freezing {short_range_order(T_freeze):.4f}")
print(f"long-range strain energy scale {strain:.3f} meV/cation")
print(f"vibrational entropy {vib:.2f} k_B: T_c shift scale {vib / s_conf * Tc_fit:.2f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
structures 60, noise put in 0.080 meV/cation, field 6.0 meV
sqrt3 order formation energy -8.79 meV/cation
CV score, 2 terms: 1.8802 meV/cation
CV score, 3 terms: 0.2568 meV/cation
CV score, 4 terms: 0.1969 meV/cation
CV score, 5 terms: 0.1018 meV/cation
CV score, 6 terms: 0.1018 meV/cation
CV score, 7 terms: 0.1045 meV/cation
CV score, 8 terms: 0.1085 meV/cation
CV score, 9 terms: 0.1116 meV/cation
CV score, 10 terms: 0.1123 meV/cation
terms at lowest CV 6, terms chosen 5
noise estimate 0.0866, error on 400 new cells 0.0943 meV/cation
pair1: true 2.000, noise-free fit 2.0264, fit 2.0230 meV
pair2: true -0.200, noise-free fit -0.2058, fit -0.2373 meV
triangle: true 0.250, noise-free fit 0.2499, fit 0.2298 meV
pair3: true 0.030, noise-free fit 0.0000, fit 0.0000 meV
dT*/dJ point: MC 0.16, strip 0.05, fixed comp. 0.00 K/meV
dT*/dJ pair1: MC 16.49, strip 15.95, fixed comp. 16.03 K/meV
dT*/dJ pair2: MC -56.97, strip -55.34, fixed comp. -56.91 K/meV
dT*/dJ triangle: MC 30.59, strip 30.32, fixed comp. 30.57 K/meV
dT*/dJ pair3: MC 34.91, strip 33.06, fixed comp. 34.41 K/meV
L=6: T* fit 59.35 +- 0.06 K, T* true 58.38 K
L=6: fitting part 0.971 +- 0.003 K, rounding 7.38 K
L=12: T* fit 54.44 +- 0.08 K, T* true 53.57 K
L=12: fitting part 0.867 +- 0.002 K, rounding 2.57 K
L=24: T* fit 52.96 +- 0.06 K, T* true 52.12 K
L=24: fitting part 0.843 +- 0.001 K, rounding 1.12 K
T_c from MC, L->inf: fit 51.82 K, true 51.00 K
T_c from strips 6/9: fit 52.06 K, true 51.25 K
fitting shift from strips 0.818 K
k_B T_c (strips, fit) 4.486 meV
strip 1/nu 1.182 (Potts 1.200)
strip amplitude 0.7281 (Potts 0.7255)
linear shift: truncation -0.287 K, noise 1.126 K
linear shift at fixed composition 0.841 K
predicted noise error sigma_T 1.176 K
40 refits: spread 1.018 K, formula 1.086 K
rounding amplitude a 51.6 K, rounding = sigma_T at L = 23
W fraction at T*, L=24: 0.340
exchange barrier 2.0 eV: one hop per hour at 609 K
log10(wait per hop at T_c in s) 181
neighbour order parameter at 300 K -0.0680
neighbour order parameter at freezing -0.0350
long-range strain energy scale 0.063 meV/cation
vibrational entropy 0.02 k_B: T_c shift scale 1.64 K
ALL CHECKS PASSED
```
